# Energy of an elastically scattered ion: angle, mass ratio and branch

## A head-on hit

Let a projectile of mass $m$ and speed $v_0$ strike a free atom of mass $M$ at rest, exactly head-on. Write $A=M/m$. The motion stays on a line, so the final projectile velocity $v_1$ carries a sign, and the atom leaves with velocity $V$. Momentum and kinetic energy are conserved:

$$m(v_0-v_1)=MV,\qquad m(v_0^2-v_1^2)=MV^2 .$$

In a real hit $V\neq0$, so the second equation may be divided by the first. This gives $v_0+v_1=V$. Put back into the first equation, it gives $v_0-v_1=A(v_0+v_1)$, hence

$$\frac{v_1}{v_0}=\frac{1-A}{1+A}.$$

A light projectile ($A>1$) bounces back. A heavy one ($A<1$) continues forward, slowed.

Take argon, of mass 39.948 u, on silicon, of mass 28.085 u, so that $A=0.7030$. The velocity ratio is $0.2970/1.7030=0.1744$. An ion of 100 eV keeps the fraction $0.1744^2=0.0304$, or 3.04 eV, and its direction is unchanged. An ion that misses the atom also keeps its direction, but retains 100 eV. At zero deflection, then, the mass ratio and the angle leave two possible energies. The next question is what happens to this pair at other angles.

## Any angle

The assumptions are now stated in full: one projectile meets one free atom at rest, the speeds are nonrelativistic, and no energy goes into internal excitation. Let $\theta$, between 0 and $\pi$, be the projectile's deflection in the laboratory. Its momentum changes from $\mathbf p_0$ to $\mathbf p_1$, and the atom receives $\mathbf p_R=\mathbf p_0-\mathbf p_1$. Squaring this gives

$$p_R^2=p_0^2+p_1^2-2p_0p_1\cos\theta .$$

Energy conservation reads $p_0^2/2m=p_1^2/2m+p_R^2/2M$. Multiplying by $2M$ turns it into $A(p_0^2-p_1^2)=p_R^2$. With $x=p_1/p_0\ge0$, the two laws combine to

$$A(1-x^2)=1+x^2-2x\cos\theta,$$

$$(1+A)x^2-2x\cos\theta+(1-A)=0 .$$

A quarter of the discriminant is $\cos^2\theta-(1-A^2)=A^2-\sin^2\theta$. The retained fraction $K=E_1/E_0$ equals $x^2$, because the projectile's mass does not change. Therefore

$$\boxed{\sqrt K=\frac{\cos\theta\pm\sqrt{A^2-\sin^2\theta}}{1+A},\qquad \sqrt K\ge0.}$$

Neither $E_0$ nor the force law appears. The angle does appear, so the mass ratio alone does not set the energy.

The signs of the roots decide how many are admissible. Their product is $(1-A)/(1+A)$ and their sum is $2\cos\theta/(1+A)$.

- For $A>1$ the product is negative, so one root is positive: the one with the plus sign. The square root is real at every angle.
- For $A=1$ the roots are $0$ and $\cos\theta$. The first is a projectile left at rest, which has no direction. The second gives $K=\cos^2\theta$ for $\theta<90^\circ$.
- For $A<1$ the roots have the same sign. They are positive if $\cos\theta>0$ and real if $\sin\theta\le A$. Together these conditions give $\theta\le\theta_{\max}=\arcsin A$, and below that limit both signs are allowed.

I call the plus root fast and the minus root slow.

**Limits.** At $\theta=0$ and $A<1$ the roots are $1$ and $(1-A)/(1+A)$, the miss and the head-on hit found above. At $\theta_{\max}$ the square root vanishes and the branches meet. Their product is then $x^2$ itself, so $K=(1-A)/(1+A)$, which is 0.174 for argon on silicon. As $A$ rises to 1, the limiting angle goes to $90^\circ$ and the slow root goes to zero. For a very heavy target, $A\to\infty$, the formula gives $K\to1$: a wall that cannot recoil takes no energy.

For small deflections on the fast branch, at fixed $A$, expand to second order in $\theta$:

$$\cos\theta+\sqrt{A^2-\sin^2\theta}\simeq1+A-\frac{\theta^2}{2}\left(1+\frac1A\right)=(1+A)\left(1-\frac{\theta^2}{2A}\right),$$

so that $K\simeq1-\theta^2/A$. The loss is quadratic in the angle, a fact that matters at a surface.

## What chooses the branch

The conservation laws give two energies without saying which collision produces which. The centre-of-mass frame shows this. The centre of mass moves at $v_0/(1+A)$, so in its frame the projectile arrives with speed $v_0-v_0/(1+A)=Av_0/(1+A)$. There the two momenta are equal and opposite, and conservation of energy leaves both speeds unchanged. The collision merely turns the projectile's velocity by an angle $\chi$. Adding the centre-of-mass velocity back gives

$$\frac{\mathbf v_1}{v_0}=\frac{(1+A\cos\chi,\;A\sin\chi)}{1+A},$$

$$\tan\theta=\frac{A\sin\chi}{1+A\cos\chi},\qquad K=\frac{1+A^2+2A\cos\chi}{(1+A)^2}.$$

Differentiating $\tan\theta$ and using $d\theta=\cos^2\theta\,d(\tan\theta)$ gives

$$\frac{d\theta}{d\chi}=\frac{A(A+\cos\chi)}{1+A^2+2A\cos\chi}.$$

For $A>1$ this is positive throughout, so $\theta$ climbs steadily from 0 to $\pi$ and each angle occurs once. For $A<1$ it changes sign at $\cos\chi=-A$: $\theta$ rises to a maximum and returns to zero. At the maximum $\tan\theta=A\sqrt{1-A^2}/(1-A^2)=A/\sqrt{1-A^2}$, which means $\sin\theta=A$, the same limit as before.

To find $\chi$ from $\theta$, multiply out the tangent relation:

$$\sin\theta=A(\sin\chi\cos\theta-\cos\chi\sin\theta)=A\sin(\chi-\theta).$$

With $\beta=\arcsin(\sin\theta/A)$, the solutions for $A<1$ are

$$\chi_{\rm fast}=\theta+\beta,\qquad \chi_{\rm slow}=\theta+\pi-\beta .$$

The smaller $\chi$ is the fast branch because $K$ falls as $\chi$ grows.

The recoiling atom carries the same information. In the centre-of-mass frame it leaves opposite to the projectile with speed $v_0/(1+A)$. Its laboratory velocity is therefore proportional to $(1-\cos\chi,\,-\sin\chi)$. It travels on the other side of the beam, at an angle $\varphi$ with $\tan\varphi=\sin\chi/(1-\cos\chi)=\cot(\chi/2)$, so $\varphi=(\pi-\chi)/2$. A nearly forward recoil signals a hard, central hit.

## Argon on silicon at 30°

Take $E_0=100$ eV and $\theta=30^\circ$. Then $A^2-\sin^2\theta=0.4942-0.2500=0.2442$, whose root is 0.4942, and

$$\sqrt{K_{\rm fast}}=\frac{0.8660+0.4942}{1.7030}=0.7987,$$

$$\sqrt{K_{\rm slow}}=\frac{0.8660-0.4942}{1.7030}=0.2183 .$$

The fast ion retains 63.8 eV and gives the atom 36.2 eV. The slow ion retains 4.77 eV and gives up 95.2 eV. The limiting angle is $44.7^\circ$.

Here $\beta=\arcsin(0.5/0.7030)=45.33^\circ$, so $\chi$ is $75.33^\circ$ on the fast branch and $164.67^\circ$ on the slow one. The recoils leave at $52.3^\circ$ and $7.7^\circ$.

The interaction enters when we ask which impact parameter $b$ produces each $\chi$. The relative motion has energy $E_{\rm rel}=E_0A/(1+A)=41.28$ eV. Conservation of energy and angular momentum gives, for the separation $r$ and polar angle $\phi$,

$$\dot r^2=v_0^2\left[1-\frac{V(r)}{E_{\rm rel}}-\frac{b^2}{r^2}\right],\qquad \dot\phi=\frac{v_0b}{r^2}.$$

Dividing $\dot\phi$ by $|\dot r|$, and counting the inward and outward halves of the path, yields

$$\chi=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_{\rm rel}-b^2/r^2}},$$

where the bracket vanishes at the closest approach $r_0$. For $V$ I use the Ziegler–Biersack–Littmark universal potential, a Coulomb repulsion between the nuclei multiplied by a screening function fitted to many atom pairs. Numerical quadrature and root finding give

- fast: $b\approx0.084$ nm and $r_0\approx0.13$ nm;
- slow: $b\approx0.011$ nm and $r_0\approx0.11$ nm.

These distances depend on the chosen potential, which is only approximate at such low energies; other common screened potentials give impact parameters 5 to 15% larger.

Ions sent between $29.5^\circ$ and $30.5^\circ$ come from two rings of impact parameter. Each ring has area $\pi|b^2(29.5^\circ)-b^2(30.5^\circ)|$. For a uniform beam on an isolated atom, the slow ring holds about 3% of the total. This share depends on the potential and on $E_0$; the two retained fractions $K$ do not.

Hafnium, of mass 178.49 u, gives $A=4.468$ and a single branch. A 100 eV argon ion then keeps 94.2 eV at $30^\circ$. At $90^\circ$ the formula reduces to $K=(A^2-1)/(1+A)^2=(A-1)/(A+1)$, or 63.4 eV. At $180^\circ$ the head-on result leaves 40.2 eV.

## Letting the collision lose energy

Suppose an energy $Q$ disappears into electronic excitation during the encounter, taken from the relative motion of the two free atoms. The relative energy falls to $E_{\rm rel}-Q$, so both centre-of-mass speeds shrink by $s=\sqrt{1-Q/E_{\rm rel}}$. The final projectile velocity, in units of $v_0/(1+A)$, now lies at distance $As$ from the tip of the unit vector along the beam. Its length in these units is $(1+A)x$, and the cosine rule gives

$$(1+A)^2x^2-2(1+A)x\cos\theta+1-A^2s^2=0,$$

$$\sqrt K=\frac{\cos\theta\pm\sqrt{A^2s^2-\sin^2\theta}}{1+A}.$$

For $Q=0$ the elastic formula returns. The condition for two branches is now $As<1$, so a loss can create a second branch even when $A$ is slightly above 1.

An assumed $Q=5$ eV, chosen only to show the size of the effect, gives $s^2=1-5/41.28=0.879$. The limiting angle falls to $41.2^\circ$. At a fixed $30^\circ$ the fast ion drops from 63.8 to 57.9 eV, while the slow ion rises from 4.8 to 6.6 eV. The rise does not violate energy conservation. Holding $\theta$ fixed selects a different $\chi$, and the atom now takes $100-5-6.6=88.4$ eV instead of 95.2 eV.

This model does not describe bond breaking. An atom bound to its lattice site pays for its bonds mostly after the ion has left, and during the encounter the bonds make it act as a slightly heavier target. The shifts then go the other way: for a binding of 5 eV and a stiffness typical of silicon, the fast energy rises by roughly 1 eV and the slow energy falls by roughly half an eV.

## Letting the target move

If the atom starts with velocity $\mathbf w$ and receives momentum $\mathbf q=m(\mathbf v_0-\mathbf v_1)$, its energy gain is

$$\frac{|M\mathbf w+\mathbf q|^2-M^2w^2}{2M}=\mathbf w\cdot\mathbf q+\frac{q^2}{2M}.$$

Setting this equal to $\tfrac12m(v_0^2-v_1^2)$, multiplying by $2/m$ and writing $\mathbf v_1=v_1\mathbf n$ gives a quadratic for the speed at fixed angle:

$$\left(1+\frac1A\right)v_1^2-2v_1\left(\frac{v_0\cos\theta}{A}+\mathbf w\cdot\mathbf n\right)+\left(\frac1A-1\right)v_0^2+2\mathbf w\cdot\mathbf v_0=0 .$$

For $\mathbf w=0$, dividing by $v_0^2$ and multiplying by $A$ recovers the equation for $x$.

For silicon at 300 K, a Debye spectrum with a rough Debye temperature of 640 K, zero-point motion included, gives the atom the mean kinetic energy of a classical one at $T_{\rm eff}=365$ K. The rms velocity along any axis is then $\sqrt{k_BT_{\rm eff}/M}$. In the quadratic, the terms containing $\mathbf w$ add up to $2\mathbf w\cdot(\mathbf v_0-v_1\mathbf n)=2\mathbf w\cdot\mathbf q/m$, so to first order only the component of $\mathbf w$ along $\mathbf q$ changes the energy at a fixed angle. I therefore put the rms velocity parallel and antiparallel to $\mathbf q$ and take half the difference of the two energies. The resulting rms spread is 1.7 eV on the fast branch and 0.8 eV on the slow one.

The average silicon mass also hides isotopes. Silicon-28 gives 63.6 and 4.9 eV; silicon-30 gives 66.3 and 3.1 eV. A heavier target raises the fast energy and lowers the slow one. Differentiating the quadratic for $x$ at fixed $\theta$ shows why: $dx/dA=\pm(1-x^2)/(2\sqrt{A^2-\sin^2\theta})$, with the plus sign on the fast branch and the minus sign on the slow one.

## From one atom to a surface

A $30^\circ$ deflection is what specular reflection requires when an ion meets a facet at $15^\circ$ grazing incidence. At a surface, however, several atoms can share the deflection. Let $N$ equal small deflections add up to $\theta$. By the small-angle law each costs the fraction $(\theta/N)^2/A$, so the total loss is about $\theta^2/(NA)$. It falls as the turning is shared more widely. The full formula, applied to two successive fast deflections of $15^\circ$, gives $100\,[K(15^\circ)]^2=81.8$ eV, against 63.8 eV for a single deflection.

To let the ion find its own path, I integrated Newton's equations for 100 eV argon passing over nine silicon atoms, initially at rest and free to recoil. The atoms were 0.384 nm apart, the repeat distance along a close-packed row of silicon, and the beam met the row at $15^\circ$. The ion interacted with every atom through the universal potential, and all motion stayed in one plane. Viewed along the beam, the row repeats every $0.384\sin15^\circ=0.099$ nm. Four evenly spaced aims covered one such period.

All four ions left at deflections between $29.7^\circ$ and $30.2^\circ$, with 85.7 to 87.2 eV. One fast collision through the same angles would leave 63.5 to 64.4 eV. The row therefore returns about 22 to 23 eV more. Unlike $K$, these row energies depend on the potential: other screened potentials lower them by somewhat under 1 eV, and a steeper repulsion by up to about 3 eV. The energies also exceed the value for two equal deflections, which suggests that more than two atoms contribute to the turning, though the individual contributions were not separated. None of the four aims produced a slow ion.

Glancing reflections of this kind can occur in plasma etching, when ions strike the sidewall of a trench. Of the assumptions tested here, that of a single collision fails most seriously for this facet. Using 64 eV for the reflected ion would underestimate the row result by about a quarter of the latter. An assumed 5 eV excitation loss shifts the fast energy by 6 eV, and binding, atomic motion and isotopes by less. The slow branch is less secure still: its 4.8 eV is comparable with the assumed loss, and its ion has passed close to one atom with others nearby. The row itself omits bonds, deeper layers, roughness, adsorbed etchant and sideways motion, so it measures the failure of the single-collision picture and does not predict the spectrum from a real sidewall.

The elastic formula is thus safe where one encounter does nearly all the turning, where the retained and transferred energies are both large compared with binding and excitation energies, and, for $A<1$, where the angle is not close to $\theta_{\max}$. Within that regime, a measured angle and a known mass ratio fix the retained fraction of the energy for $A>1$. For $A<1$ they fix a pair, and the recoil direction or the impact parameter decides between its members.

All numerical values are calculated from the stated model.
